Liouville Space by Column Stacking: Transition Frequencies and Line Amplitudes

**1. Sixteen eigenvalues, four lines, one of them negative**

Take two coupled spins 1/2 with offsets 62 Hz and 38 Hz and a scalar coupling of 7 Hz. The matrix that generates the motion of their density operator has 16 eigenvalues, of which 12 are nonzero. The detected signal contains four frequencies: 34, 41, 59 and 66 Hz. If both spins start along x, the amplitudes are 0.36, 0.64, 0.64 and 0.36. If spin 1 alone starts along x, they become −0.06, 0.08, 0.56 and 0.42. The frequencies have not moved, but one line has changed sign.

A squared matrix element cannot be negative, so a line amplitude must in general be something else. It is a product of two overlaps: one says how strongly the detector sees a transition, the other how strongly the initial state contains it. The derivation treats operators as vectors.

**2. Operators as vectors**

Let X be a matrix with m rows. The vector vec X is formed by placing the columns of X under one another, the first on top. With indices counted from zero, the element X_rs stands at position

r + m s.

For two matrices of equal shape define the inner product

<<A|B>> = Tr(A†B).

Writing out the trace gives

Tr(A†B) = Σ_s Σ_r (A†)_sr B_rs = Σ_rs A_rs* B_rs = vec(A)† vec(B).

Stacking therefore preserves the inner product. For a d-dimensional spin system the operators form a vector space of dimension d², called Liouville space. A linear map of operators into operators, a superoperator, becomes a d²×d² matrix.

**3. The stacking identity**

Let A be m×n, X be n×p and B be p×q. The claim is

vec(AXB) = (Bᵀ⊗A) vec X.

By the rule of matrix multiplication,

(AXB)_rs = Σ_c Σ_e A_rc X_ce B_es.

Since B_es = (Bᵀ)_se and numbers commute,

(AXB)_rs = Σ_c Σ_e (Bᵀ)_se A_rc X_ce.

The left side stands at position r + m s of vec(AXB), and X_ce at position c + n e of vec X. The matrix joining them must have the element (Bᵀ)_se A_rc in row r + m s and column c + n e. In a Kronecker product P⊗Q the block (s,e) is P_se Q, and the element (r,c) inside it is P_se Q_rc. With P = Bᵀ and Q = A this is the required matrix, which proves the identity.

The transpose is plain, without complex conjugation, because no conjugate appeared in the product AXB. The order of the factors belongs to column stacking. If rows are stacked instead, X_ce stands at position p c + e, the row index selects the block, and the matrix is A⊗Bᵀ.

A small case shows the bookkeeping. Writing matrices by rows, let

A = [[1, 2], [0, 1]], X = [[1, 0], [3, 2]], B = [[0, 1], [2, 3]].

Directly, AX = [[7, 4], [3, 2]] and AXB = [[8, 19], [4, 9]], so vec(AXB) = (8, 4, 19, 9). By the identity, Bᵀ = [[0, 2], [1, 3]], and the blocks of Bᵀ⊗A are 0·A and 2A above, 1·A and 3A below:

Bᵀ⊗A = [[0, 0, 2, 4], [0, 0, 0, 2], [1, 2, 3, 6], [0, 1, 0, 3]].

Acting on vec X = (1, 3, 0, 2), its rows give 0 + 8 = 8, then 4, then 1 + 6 + 0 + 12 = 19, then 3 + 6 = 9.

**4. The commutation superoperator**

Let H be the Hamiltonian divided by ħ, so that its elements are angular frequencies. It is Hermitian and, throughout these notes, independent of time. Define

LX = [H,X] = HX − XH.

Write each term as a triple product and apply the identity:

HX = H X 1 gives (1⊗H) vec X,

XH = 1 X H gives (Hᵀ⊗1) vec X.

Hence

L = 1⊗H − Hᵀ⊗1.

For one spin 1/2 with H = ω I_z, the states α and β have energies +ω/2 and −ω/2 in these units. The stacked order of elements is αα, βα, αβ, ββ, and L is diagonal with entries

0, −ω, +ω, 0.

The second entry belongs to |β><α| = I_−, in agreement with [I_z, I_−] = −I_−.

Leaving out the transpose would give 1⊗H − H⊗1, which represents X → HX − XHᵀ. For a real symmetric H nothing changes. For a complex Hermitian H the map is wrong, yet its eigenvalues are the same, because H and Hᵀ have the same characteristic polynomial. A correct list of frequencies is thus no proof of a correct superoperator; its action on operators has to be checked too.

L is Hermitian in the inner product of part 2. Using the cyclic property of the trace in the second term,

<<A|LB>> = Tr(A†HB) − Tr(A†BH) = Tr((A†H − HA†)B).

Since H† = H, the bracket is (HA − AH)† = [H,A]†. Therefore <<A|LB>> = <<LA|B>>, and the eigenvalues of L are real.

**5. Eigenoperators and frequencies**

Let H|j> = E_j|j>, with orthonormal states |j>. Then

[H, |j><k|] = H|j><k| − |j><k|H = (E_j − E_k)|j><k|.

So |j><k| is an eigenoperator of L with eigenvalue

ω_jk = E_j − E_k.

Its element (r,s) is j_r k_s*, and stacking gives vec(|j><k|) = k*⊗j. Denote this vector by |jk>>. These vectors are orthonormal:

<<jk|j'k'>> = Tr(|k><j|j'><k'|) = <j|j'><k'|k> = δ_jj' δ_kk'.

There are d² of them in a space of dimension d². They form a complete basis, and the numbers E_j − E_k are the full list of eigenvalues, counted with multiplicity.

The list contains more than a spectrum shows. The d operators |j><j| have eigenvalue zero: they are populations and do not evolve. Degenerate energy levels add further zeros. Each nonzero difference occurs with both signs, from |j><k| and |k><j|. Whether a frequency is observed is not decided by L alone.

**6. Motion of the density operator**

Without relaxation the density operator obeys

dρ/dt = −i[H,ρ] = −iLρ,

with the solution

vec ρ(t) = exp(−iLt) vec ρ(0).

The two terms of L commute, since their product in either order is Hᵀ⊗H. The exponential therefore factorises:

exp(−iLt) = exp(+iHᵀt) ⊗ exp(−iHt).

Let U = exp(−iHt). Then exp(+iHᵀt) = (exp(+iHt))ᵀ = (U†)ᵀ = U*, and

exp(−iLt) = U*⊗U.

The stacking identity gives the same matrix from ρ(t) = Uρ(0)U†, so the two descriptions agree.

**7. The amplitude is a product of overlaps**

Let the measured signal be

s(t) = Tr(D†ρ(t)) = <<D|exp(−iLt)|ρ(0)>>.

Insert the complete set Σ_jk |jk>><<jk| = 1 to the right of the exponential. Each |jk>> turns the exponential into a number:

s(t) = Σ_jk a_jk exp(−iω_jk t),

a_jk = <<D|jk>> <<jk|ρ(0)>>.

As ordinary matrix elements the factors are

<<D|jk>> = Tr(D†|j><k|) = <k|D†|j>,

<<jk|ρ(0)>> = Tr(|k><j|ρ(0)) = <j|ρ(0)|k>.

Either factor can make a transition invisible. If the phase of |j> or |k> is changed, the two factors acquire opposite phases and the product stays the same. For a transition whose frequency is shared by no other eigenoperator, the sign of a_jk is therefore physical, while the sign of one factor is a matter of convention. When several eigenoperators share a frequency, only the sum of their amplitudes is fixed, as part 13 shows. In general a_jk is complex.

At t = 0 all exponentials are one, which gives the sum rule

Σ_jk a_jk = Tr(D†ρ(0)).

To connect an amplitude with the area of a line, let every term decay as exp(−Rt), with a small common rate R added by hand. A term a exp(iω₀t − Rt) has the one-sided Fourier transform

∫₀^∞ a exp(i(ω₀ − ω)t − Rt) dt = a/(R + i(ω − ω₀)).

For real a, its real part is aR/(R² + (ω − ω₀)²), and the integral of this over ω is πa. The area is proportional to a, with its sign.

**8. NMR detection and the half-square rule**

Quadrature detection records <I_x> + i<I_y> = Tr(I_+ρ). Hence D† = I_+ and D = I_−. The detector overlap is

<<I_−|jk>> = <k|I_+|j>.

Suppose that H commutes with the total I_z and that the eigenstates are chosen with definite magnetic quantum numbers m. The overlap then requires m_k = m_j + 1. The exponent is −iω_jk t = +i(E_k − E_j)t, so the line stands at

ν = −ω_jk/2π = (E_k − E_j)/2π.

For one spin with H = ωI_z this gives +ω/2π, as it should for precession from x towards y. The minus sign means that a line at +34 Hz belongs to an eigenvalue of L at −34 Hz, when L/2π is quoted in Hz.

At high temperature and in a high field, where the Larmor frequency far exceeds the offsets and couplings that remain in the rotating frame, the equilibrium density operator of like spins is a multiple of the identity plus a small multiple of I_z. The identity commutes with H and gives no signal because Tr I_+ = 0. A 90° pulse turns I_z into I_x. Dropping the common small factor, set ρ(0) = I_x = (I_+ + I_−)/2. Then

<<jk|I_x>> = ½<j|I_+|k> + ½<j|I_−|k>.

The first term needs m_j = m_k + 1, which contradicts the detector's condition. The second is half the complex conjugate of <k|I_+|j>. For every detected transition, therefore,

a_jk = ½ |<<I_−|jk>>|².

The amplitude is then half the squared modulus of one matrix element and cannot be negative. The derivation used two conditions: the initial state is I_x, and H conserves I_z. Together they are sufficient. The second is used only to keep the I_+ part of the initial state undetected, which some Hamiltonians that do not conserve I_z also do.

One spin with H = ω₁I_x shows what can happen when the second condition fails. The initial state I_x commutes with H, so the signal stays at Tr(I_+I_x) = ½. In the eigenstates of I_x, the operator I_+ = I_x + iI_y has diagonal elements ±½ and off-diagonal elements of modulus ½. The half-square rule would assign ⅛ to each of the four eigenoperators, predicting ¼ + ¼ cos(ω₁t). The overlap product is right: the off-diagonal elements of I_x vanish, and the diagonal ones give (½)(½) + (−½)(−½) = ½.

The same comparison was made for a random complex 4×4 Hamiltonian that does not conserve I_z. The sum of overlap products agreed with direct integration of the equation of motion to better than 10⁻⁷. The half-square rule was wrong by up to 0.96 at the sampled times, for a signal that starts at 2. The missing part is the contribution of I_+/2 in the initial state, which such a Hamiltonian can turn into something detectable.

**9. Two coupled spins: levels and frequencies**

The example uses round model parameters ν₁ = 62 Hz, ν₂ = 38 Hz and J = 7 Hz in

H/2π = ν₁I₁z + ν₂I₂z + J I₁·I₂,

I₁·I₂ = I₁z I₂z + ½(I₁₊I₂₋ + I₁₋I₂₊).

This H commutes with total I_z. Let M = (ν₁ + ν₂)/2 = 50 Hz and Δ = ν₁ − ν₂ = 24 Hz. The states αα and ββ have no partner of equal m, so they are eigenstates, with energies in Hz

αα: M + J/4 = 50 + 1.75 = 51.75,

ββ: −M + J/4 = −50 + 1.75 = −48.25.

In the basis αβ, βα the remaining block is

−J/4 + ½ [[Δ, J], [J, −Δ]].

Define C = √(Δ² + J²) = √(576 + 49) = 25 Hz, with Δ = C cos 2θ and J = C sin 2θ. Write c = cos θ and s = sin θ. The eigenstates are

|+> = c|αβ> + s|βα>, |−> = −s|αβ> + c|βα>.

For |+>, the first row of the bracketed matrix gives C(c cos 2θ + s sin 2θ) = C cos(2θ − θ) = Cc, and the second gives C(c sin 2θ − s cos 2θ) = Cs. The bracket thus has eigenvalue C. Its trace is zero, so the orthogonal state |−> has eigenvalue −C. The energies are

−J/4 ± C/2 = −1.75 ± 12.5 = 10.75 and −14.25.

The detected eigenoperators lower m by one. Their lines are

|+><αα|: M + J/2 − C/2 = 51.75 − 10.75 = 41 Hz,

|−><αα|: M + J/2 + C/2 = 51.75 + 14.25 = 66 Hz,

|ββ><+|: M − J/2 + C/2 = 10.75 + 48.25 = 59 Hz,

|ββ><−|: M − J/2 − C/2 = −14.25 + 48.25 = 34 Hz.

In angular frequency, from the lowest line upwards, they stand at 213.6, 257.6, 370.7 and 414.7 rad/s.

All 16 eigenvalues can now be named. Four are zero and belong to populations. Four belong to the detected operators and four to their adjoints, which raise m and have no overlap with I_−. The pair at ±25 Hz belongs to |+><−| and its adjoint, which leave m unchanged. The pair at ±100 Hz belongs to |αα><ββ| and its adjoint, which change m by two. These last four can occur in the motion of a density operator, but this detector does not see them. Starting from I_x or I₁x they are not excited either, because those operators connect only states whose m differs by one.

**10. Both spins along x**

I_+ raises either spin, so I_+|αβ> = I_+|βα> = |αα> and I_+|ββ> = |αβ> + |βα>. The detector overlaps are

<αα|I_+|+> = <+|I_+|ββ> = c + s,

<αα|I_+|−> = <−|I_+|ββ> = c − s.

Since (c ± s)² = 1 ± 2cs = 1 ± sin 2θ = 1 ± J/C, the half-square rule gives

inner lines, 41 and 59 Hz: ½(1 + J/C) = ½(1.28) = 0.64,

outer lines, 34 and 66 Hz: ½(1 − J/C) = ½(0.72) = 0.36.

Their sum is 2, equal to Tr(I_+I_x). The inner lines are stronger because the contributions of αβ and βα add in c + s and partly cancel in c − s.

**11. Spin 1 alone along x**

Now let ρ(0) = I₁x, taken as given. This is an idealised state: with offsets only 24 Hz apart, a simple selective pulse lasts tens of milliseconds, the coupling acts during it, and the amplitudes it leaves are complex and differ from those below. The detector still measures both spins. For the four detected eigenoperators, the I₁₊ part of I₁x drops out by the same argument about m as before. All coefficients are real, so

<<jk|I₁x>> = ½<k|I₁₊|j>.

I₁₊ acts on spin 1 alone: I₁₊|βα> = |αα>, I₁₊|αβ> = 0 and I₁₊|ββ> = |αβ>. Multiplying by the detector overlaps gives

41 Hz: ½ s(c + s),

66 Hz: ½ c(c − s),

59 Hz: ½ c(c + s),

34 Hz: −½ s(c − s).

From cos 2θ = 24/25 = 0.96 follow c² = 0.98 and s² = 0.02, while cs = ½ sin 2θ = 0.14. The amplitudes are

41 Hz: ½(0.14 + 0.02) = 0.08,

66 Hz: ½(0.98 − 0.14) = 0.42,

59 Hz: ½(0.98 + 0.14) = 0.56,

34 Hz: −½(0.14 − 0.02) = −0.06.

They add to 1 = Tr(I_+I₁x). The minus sign comes from the coefficient −s of αβ in |−>. The detector sees c − s, in which βα dominates; the initial state reaches αβ alone. The two overlaps have opposite signs, so this component of the signal starts in antiphase to the others.

By linearity, the part due to spin 2 is the difference between the results for I_x and I₁x. At 34 Hz it is 0.36 − (−0.06) = 0.42. When both spins start together, the larger positive part hides the negative one.

These amplitudes were also obtained without eigenoperators. The density matrix was propagated for one second, and the signal was Fourier transformed. Each line completes a whole number of cycles in that time, so each falls on one point of the transform. The values agree for both initial states, as the numerical output shows.

**12. Weak coupling and equal offsets**

For 0 < J ≪ Δ, C = Δ + J²/(2Δ) to leading order. The lines approach ν₁ ± J/2 and ν₂ ± J/2, with equal amplitudes ½ for I_x. Here those positions would be 65.5, 58.5, 41.5 and 34.5 Hz. The actual lines differ from them by (C − Δ)/2 = 0.5 Hz, although the spacing within each pair remains J. The amplitudes respond sooner, since J/C is of first order in the coupling: at J/Δ = 0.29 the inner lines are already 1.28/0.72 ≈ 1.8 times as strong as the outer ones.

For equal offsets and J > 0, Δ = 0, C = J and c = s = 1/√2. The outer lines vanish, and the inner two merge at M with total amplitude 2 for I_x. The coupling has disappeared from the spectrum but not from L, which retains the eigenvalues ±2πJ. With I₁x as initial state, <<jk|I₁x>> remains nonzero for the transitions that connect |−>, now the singlet, with αα or ββ. The detector overlap c − s is zero, so they stay dark: excitation alone does not make a line.

**13. When two eigenoperators share a frequency**

At J = 0, two eigenoperators belong to the line at 38 Hz:

P = |αβ><αα|, Q = |ββ><βα|.

Both flip spin 2, with spin 1 up or down. For ρ(0) = I_x each has detector overlap 1 and initial overlap ½, hence amplitude ½. But (P + Q)/√2 and (P − Q)/√2 are equally valid orthonormal eigenoperators. For the first, the overlaps are √2 and 1/√2, and the amplitude is 1. For the second, both overlaps vanish.

The individual amplitudes thus depend on the basis, while their sum does not. Let |u>> be an orthonormal basis of one eigenspace and |u'>> = Σ_v W_vu |v>> another, with W unitary. Then

Σ_u |u'>><<u'| = Σ_vw (Σ_u W_vu W_wu*) |v>><<w| = Σ_v |v>><<v|,

because the bracket is (WW†)_vw = δ_vw. Call this projector Π. The physical amplitude of a degenerate line is

a = <<D|Π|ρ(0)>>.

Here it is 1 in both bases, in agreement with the Fourier transform. The combinations also have a meaning: P + Q = I₂₋ is the transverse coherence of spin 2 with equal signs for spin 1 up and down, and P − Q = 2I₁z I₂₋ is the same coherence with opposite signs for spin 1 up and down, whose total signal cancels.

**14. Where the description stops**

If H depends on time during detection, fixed eigenoperators with simple exponentials no longer solve the equation of motion in general. If relaxation is included through a further superoperator, the generator need not be Hermitian in the sense of part 4. Its eigenvalues can then be complex, and its left and right eigenvectors can differ. If the eigenvectors still form a complete basis, the expansion in part 7 can be rebuilt with both sets. If they do not, terms with a power of t multiplying an exponential can appear. The stacking identity remains valid, since it uses neither Hermiticity nor any property of the motion. The price of the method is size: n spins 1/2 have d = 2ⁿ, and L has 4ⁿ rows.

Calculated quantities

```
Integer example (no units): A = [[1, 2], [0, 1]]  X = [[1, 0], [3, 2]]  B = [[0, 1], [2, 3]]
  A X B = [[8, 19], [4, 9]]
  B^T kron A = [[0, 0, 2, 4], [0, 0, 0, 2], [1, 2, 3, 6], [0, 1, 0, 3]]
  vec X = [1, 3, 0, 2]
  vec(AXB) from matrix product = [8, 4, 19, 9]
  (B^T kron A) vec X           = [8, 4, 19, 9]
One spin 1/2, H = w Iz: diagonal of L in units of w = [0.0, -1.0, 1.0, 0.0]
Random complex H, not conserving Iz (signal at t = 0 is 2):
  largest error below 1e-7 with overlap product: True
  largest error of half-squared-overlap rule: 0.964
Two spins: nu1 = 62.0 Hz, nu2 = 38.0 Hz, J = 7.0 Hz
  C = sqrt((nu1-nu2)^2 + J^2) = 25.000 Hz, J/C = 0.2800
  cos(theta) = 0.98995, sin(theta) = 0.14142
  energy/h of state bb    =  -48.250 Hz
  energy/h of state minus =  -14.250 Hz
  energy/h of state plus  =   10.750 Hz
  energy/h of state aa    =   51.750 Hz
  eigenvalues of L: 16 in all, 4 of them zero
  positive eigenvalues/2pi in Hz (each also with minus sign): 25.000, 34.000, 41.000, 59.000, 66.000, 100.000
  Lines, eigenoperator |j><k|; overlaps and amplitudes have no unit
  34.000 Hz = 213.63 rad/s, |bb><minus|
    <<I-|jk>> = 0.84853, <<jk|Ix>> = 0.42426, <<jk|I1x>> = -0.07071
    amplitude from Ix = 0.3600, from I1x = -0.0600; Fourier: 0.3600, -0.0600
  41.000 Hz = 257.61 rad/s, |plus><aa|
    <<I-|jk>> = 1.13137, <<jk|Ix>> = 0.56569, <<jk|I1x>> = 0.07071
    amplitude from Ix = 0.6400, from I1x = 0.0800; Fourier: 0.6400, 0.0800
  59.000 Hz = 370.71 rad/s, |bb><plus|
    <<I-|jk>> = 1.13137, <<jk|Ix>> = 0.56569, <<jk|I1x>> = 0.49497
    amplitude from Ix = 0.6400, from I1x = 0.5600; Fourier: 0.6400, 0.5600
  66.000 Hz = 414.69 rad/s, |minus><aa|
    <<I-|jk>> = 0.84853, <<jk|Ix>> = 0.42426, <<jk|I1x>> = 0.49497
    amplitude from Ix = 0.3600, from I1x = 0.4200; Fourier: 0.3600, 0.4200
  sum of amplitudes: from Ix 2.0000, from I1x 1.0000
  traces: Tr(I+ Ix) = 2.0000, Tr(I+ I1x) = 1.0000
J = 0: line at 38.0 Hz, initial state Ix
  |ab><aa| and |bb><ba|: amplitudes 0.5000, 0.5000
  their sum and difference over sqrt 2: amplitudes 1.0000, 0.0000
  amplitude of the line from the Fourier transform: 1.0000
```
